# How Far Water Enters a Blind Pore Holding Trapped Air

## The problem

A blind pore is a straight circular hole of radius $R$ and depth $L$, open at the top and closed at the bottom. Water is laid over its mouth and seals in the air. The wall is hydrophilic, so capillarity draws the water in; the air has no way out and is compressed. How deep does the water go?

The conditions are these.

- The wall is smooth, and the water meets it at the advancing contact angle $\theta<90^\circ$, measured through the water. The surface tension is $\gamma$.
- The air is an ideal gas at constant temperature. Its pressure is $p_i$ when the mouth is sealed, and none of it dissolves or escapes. Water vapour is ignored at first.
- The water at the mouth has pressure $p_l$. Its weight inside the pore is neglected.

The water surface in the pore is curved, so "depth" needs a definition. Let $x$ be the volume of water that has entered, divided by the cross-section $\pi R^2$. The gas volume is then $\pi R^2(L-x)$, whatever the shape of the surface.

Find $x$ for $R=2.5$ µm, $L=50$ µm, $\theta=40^\circ$, $\gamma=72$ mN/m and $p_i=p_l=p_0=101.325$ kPa, at 298.15 K.

## A first estimate by scaling

Surface tension pulls the water along the contact line, of length $2\pi R$, with an axial force $\gamma\cos\theta$ per unit length. Spread over the cross-section, this pull amounts to a pressure

$$p_c=\frac{2\pi R\,\gamma\cos\theta}{\pi R^2}=\frac{2\gamma\cos\theta}{R}.$$

For the given pore,

$$p_c=\frac{2\times0.072\times0.766}{2.5\times10^{-6}}\ \text{Pa}=44.12\ \text{kPa}.$$

The air resists like a spring. At constant temperature $pV$ is constant, so $p\,dV+V\,dp=0$ and $-dV/V=dp/p$. A small extra pressure $p_c$ on gas at $p_0$ therefore shrinks it by the fraction $p_c/p_0$. The estimate is

$$\frac{x_{\text{est}}}{L}=\frac{p_c}{p_0}=\frac{44.12}{101.325}=0.435,\qquad x_{\text{est}}\approx 21.8\ \text{µm}.$$

It keeps the pressure rise per unit depth at its initial value $p_0/L$, although a compression of this size is not small.

## The exact solution of the model

The equilibrium can be found by minimizing a free energy. This yields the pressure balance, the shape of the surface and the stability of the state together.

**Geometry.** Let the contact line lie at depth $z$. The gas bulges towards the mouth as a spherical dome of height $h$ and base radius $R$. Gravity does not distort it noticeably, since the Bond number $\rho gR^2/\gamma$, with $\rho$ the water density and $g$ the gravitational acceleration, is about $10^{-6}$. The sphere has radius $r$ with $r^2=R^2+(r-h)^2$, hence $r=(R^2+h^2)/(2h)$. The dome area is

$$2\pi rh=\pi(R^2+h^2),$$

and its volume is

$$\frac{\pi h^2}{3}(3r-h)=\frac{\pi h^2}{3}\left[\frac{3(R^2+h^2)}{2h}-h\right]=\frac{\pi h}{6}(3R^2+h^2).$$

The whole gas volume is therefore

$$V_g=\pi R^2(L-z)+\frac{\pi h}{6}(3R^2+h^2),\qquad V_0=\pi R^2L,$$

where $V_0$ is the initial value.

**Energy.** There are four contributions.

1. The water surface costs $\gamma\pi(R^2+h^2)$.
2. Wetting a unit area of dry wall changes the energy by $\gamma_{sl}-\gamma_{sv}$, the difference between the wall's interfacial energies with water and with gas. For a wall with a single contact angle, Young's equation makes this $-\gamma\cos\theta$. If the advancing and receding angles differ, the advancing one is used here, because it sets where the entering line stops, provided the water arrives without overshooting. The wetted area is $2\pi Rz$.
3. Isothermal compression stores the free energy $-\int_{V_0}^{V_g}p\,dV=-p_iV_0\ln(V_g/V_0)$, which is positive for $V_g<V_0$.
4. The bath pushes in a volume $V_0-V_g$ at pressure $p_l$. The work it does is subtracted.

The sum is

$$E(z,h)=\gamma\pi(R^2+h^2)-2\pi R\gamma\cos\theta\,z-p_iV_0\ln\frac{V_g}{V_0}-p_l(V_0-V_g).$$

**Equilibrium.** Write $p_g=p_iV_0/V_g$ for the gas pressure. The last two terms have the derivative $-p_g+p_l$ with respect to $V_g$. From the geometry,

$$\frac{\partial V_g}{\partial z}=-\pi R^2,\qquad \frac{\partial V_g}{\partial h}=\frac{\pi}{2}(R^2+h^2).$$

Setting $\partial E/\partial z=0$ gives

$$-2\pi R\gamma\cos\theta+(p_g-p_l)\pi R^2=0\quad\Rightarrow\quad p_g=p_l+\frac{2\gamma\cos\theta}{R}=p_l+p_c.$$

Setting $\partial E/\partial h=0$ gives

$$2\pi\gamma h-(p_g-p_l)\frac{\pi}{2}(R^2+h^2)=0\quad\Rightarrow\quad p_g-p_l=\frac{4\gamma h}{R^2+h^2}=\frac{2\gamma}{r},$$

which is Laplace's law. Equating the two pressure differences gives $h^2\cos\theta-2Rh+R^2\cos\theta=0$, with roots

$$h=R\,\frac{1\mp\sin\theta}{\cos\theta}.$$

**Stability.** Hold $V_g$ fixed and vary the shape. The geometry then requires $dz/dh=(R^2+h^2)/(2R^2)$, so

$$\frac{dE}{dh}=2\pi\gamma h-\frac{\pi\gamma\cos\theta}{R}(R^2+h^2),\qquad \frac{d^2E}{dh^2}=2\pi\gamma\left(1-\frac{h\cos\theta}{R}\right).$$

At the two roots the second derivative equals $\pm2\pi\gamma\sin\theta$. For $\theta>0$ the smaller root, with the upper signs, is the minimum.

This $h$ does not depend on $V_g$. With $h$ kept there, $z$ equals a constant minus $V_g/(\pi R^2)$, and the energy becomes

$$E=\text{const}+(p_c+p_l)V_g-p_iV_0\ln\frac{V_g}{V_0}.$$

Its second derivative, $p_iV_0/V_g^2$, is positive, so there is one minimum and it is stable. Its slope at $V_g=V_0$ is $p_c+p_l-p_i$. If this is positive, the energy falls as the gas shrinks and water enters. The mouth does not block entry: a flat surface there makes $90^\circ$ with the pore wall, more than the $\theta$ at which the line advances.

**Depth.** Since $V_g/V_0=(L-x)/L$, the pressure balance reads $p_iL/(L-x)=p_l+p_c$. Solving for $x$,

$$\boxed{x=L\left(1-\frac{p_i}{p_l+p_c}\right)}$$

With $p_i=p_l=p_0$ this becomes

$$x=L\,\frac{p_c}{p_0+p_c}=L\,\frac{R^*}{R+R^*},\qquad R^*=\frac{2\gamma\cos\theta}{p_0}.$$

The second form follows from $p_c=p_0R^*/R$. A pore of radius $R^*$ fills to half its depth.

**Numbers.** The gas pressure is $p_g=101.325+44.12=145.45$ kPa, and

$$x=50\left(1-\frac{101.325}{145.45}\right)=15.17\ \text{µm}.$$

The water fills 30% of the pore and leaves 34.83 µm of gas. Minimizing $E(z,h)$ numerically for these inputs, without using the pressure balance, also gives 15.17 µm.

The contact line lies deeper than $x$. Equating the two expressions for $V_g$ gives $z=x+v_m$, where

$$v_m=\frac{h(3R^2+h^2)}{6R^2}$$

is the dome volume per cross-section. Here $h=1.17$ µm and $v_m=0.625$ µm. The wall is wet down to 15.79 µm, while on the axis the water ends at 14.63 µm.

## A second case: air removed before wetting

Suppose the pore is pumped down to $p_i=10$ kPa, sealed with water at that pressure, and the bath is then returned to atmospheric pressure. Now $p_i$ and $p_l$ differ:

$$x=50\left(1-\frac{10}{145.45}\right)=46.56\ \text{µm}.$$

In this sequence capillarity fills most of the pore first: with the bath still at 10 kPa, the water would stop at $50(1-10/54.12)=40.8$ µm. The return to atmospheric pressure adds 5.8 µm, and 3.44 µm of gas remains. This last figure is sensitive to what the model ignores. With the vapour and uptake corrections derived below, it drops to 2.4 µm if the 10 kPa included saturated vapour, to 2.7 µm if air-free water comes to equilibrium with the gas, and to 1.6 µm if both apply. In this model some gas is left whenever $p_i>0$. Vapour also sets a practical floor: water at this temperature boils if the pressure over it falls below roughly 3.2 kPa.

## When the contact line reaches the bottom

The solution assumes a gas column with a complete dome on it, which requires $z<L$, or $L-x>v_m$. Since $L-x=Lp_i/p_g$, the condition is

$$L>v_m\,\frac{p_g}{p_i}.$$

Write $v_m=cR$, where $c$ depends on $\theta$ alone; at $40^\circ$, $c=0.625/2.5=0.25$. For $p_i=p_l=p_0$, $p_g/p_0=1+R^*/R$, so the condition becomes $L>c(R+R^*)$. The minimum depth does not vanish with the radius but tends to $cR^*$. The dome shrinks in proportion to $R$, while the compression grows as $1/R$.

At $R=10$ nm and $\theta=40^\circ$ the minimum is about 275 nm. A shallower pore of this radius needs a different gas shape, and the formula for $x$ no longer applies.

In so narrow a pore another assumption fails as well. The predicted gas pressure is 11.13 MPa. Let $S$ be the ratio of air concentration in water to that in the gas at equilibrium. We take 0.016, roughly the value for nitrogen, the main part of air; oxygen dissolves about twice as well, so the true value for air is somewhat higher. If water that starts free of air fills nearly the whole pore, it can take up about $Sp_g/p_i=0.016\times11130/101.325\approx1.8$ times the air originally present. The trapped gas can then dissolve completely in the water that compressed it, and the closed-gas result is not a final state.

## How good are the assumptions for the 2.5 µm pore?

**Constant temperature.** Heat leaves the gas sideways into the wall. With the wall at fixed temperature, the slowest radial mode decays in a time $R^2/(5.783\,\alpha)$, where 5.783 is the square of the first zero of the Bessel function $J_0$. With a rough heat diffusivity of air $\alpha=2.2\times10^{-5}$ m²/s this is 0.049 µs.

The filling time follows from a column model with inertia and Poiseuille drag,

$$\rho\frac{d}{dt}\left(x\frac{dx}{dt}\right)=p_l+p_c-\frac{p_iL}{L-x}-\frac{8\mu}{R^2}\,x\frac{dx}{dt}.$$

With density $\rho=1000$ kg/m³ and viscosity $\mu=0.90$ mPa s, $x$ comes within 1% of its final value after about 12.5 µs, and the computed motion shows no overshoot. The model omits the inertia and drag of the water outside the mouth, the unsteady velocity profile across the pore, and the change of contact angle with speed. The motion is close to critically damped, so extra drag lengthens the settling while extra inertia shortens it. Rough allowances for the first two omissions move the time between about 9 and 15 µs.

The gas thus relaxes more than a hundred times faster than the pore fills, even allowing for the lower heat diffusivity of the compressed air. Had no heat left it, $pV^{7/5}$ would be constant and $x=L[1-(p_i/p_g)^{5/7}]=11.4$ µm. That would be only a passing stop: once the heat has gone into the wall, the water rests at 15.17 µm.

**No vapour.** Vapour condenses instead of being compressed. Let $p_s\approx3.2$ kPa be its saturation pressure and $\phi$ the initial relative humidity. Only the dry air is conserved, so $(p_i-\phi p_s)L=(p_g-p_s)(L-x)$ and

$$x=L\left(1-\frac{p_i-\phi p_s}{p_g-p_s}\right).$$

This gives 14.4 µm for initially dry air and 15.5 µm for initially saturated air. The first value requires vapour to saturate the gas before the contact line stops. Vapour needs tens of microseconds to spread along the gas, longer than the 12.5 µs computed for the filling, so the water can stop deeper, between 14.4 and 15.2 µm. The line then stays put unless the contact angle falls to the smaller value at which water recedes. Evaporation into dry air props the water up; vapour already present offers no lasting resistance.

**No dissolution.** Two effects must be separated. If the entered water starts free of air and comes to equilibrium with the gas, conservation reads $p_iL=p_g(L-x)+Sp_gx$. The earlier $x$ is then divided by $1-S$, which gives 15.4 µm.

The second effect is a steady leak. Air dissolves at the compressed end, diffuses through the water and leaves at the mouth. Let the water at the mouth be kept saturated with air at $p_l$, which neglects the small extra resistance to diffusion outside the pore, and let $D\approx2.0\times10^{-9}$ m²/s be the diffusivity of dissolved air. With a steady concentration profile, the molar flux through a plug of length $x$ is $DS(p_g-p_l)/(R_gTx)$, where $R_g$ is the gas constant and $T$ the temperature. The gas holds $p_g(L-x)/(R_gT)$ moles per unit area. Its pressure stays at $p_l+p_c$, because the curvature does not change. Equating loss and flux,

$$p_g\frac{dx}{dt}=\frac{DSp_c}{x}\quad\Rightarrow\quad x\frac{dx}{dt}=DS\,\frac{p_c}{p_g}.$$

Integrating from $x=15.17$ µm until the contact line touches the bottom, at $x_b=L-v_m=49.375$ µm,

$$t=\frac{x_b^2-x^2}{2DS\,p_c/p_g}=\frac{2208\ \text{µm}^2}{2\times2000\times0.016\times0.3034\ \text{µm}^2/\text{s}}\approx110\ \text{s}.$$

The depth of 15.17 µm is therefore a plateau, reached within some tens of microseconds. It ends well before the contact line touches the bottom: $x^2$ grows linearly in time, and starting from $x=15.17$ µm, $x^2$ doubles after $x^2/(2DS\,p_c/p_g)\approx12$ s. The plateau holds for times much shorter than this. If the water at the mouth were kept free of air, $p_c$ in the flux would be replaced by $p_g$, and the time to reach the bottom would drop to about 35 s.

**Smaller effects.** A bath 10 cm deep adds 0.23 µm to $x$. The first correction to the ideal-gas law adds about 5 nm.

**A real case.** The example lies in the regime of blind through-wafer vias wetted before copper plating, for which a radius of a few micrometres and a depth of tens of micrometres are rough typical values. Real walls depart most clearly from the assumption of one smooth surface with one contact angle: etching can leave ripples, and the angle depends on the coating and its cleanliness. With all else fixed, $\theta=30^\circ$ gives 16.5 µm and $\theta=50^\circ$ gives 13.4 µm. This spread exceeds each of the vapour, uptake and bath-depth corrections. Ripples may also hold the line short of equilibrium, which the model does not describe. For a via of these dimensions, sealed at atmospheric pressure, the model predicts that capillarity alone leaves most of the depth dry at first. Lowering the air pressure before sealing, or waiting for the air to dissolve, changes that.

## Comparison of estimate and solution

Let $\varepsilon=p_c/p_0=R^*/R$. For $p_i=p_l=p_0$ the two results are

$$\frac{x_{\text{est}}}{L}=\varepsilon,\qquad \frac{x}{L}=\frac{\varepsilon}{1+\varepsilon},\qquad \frac{x_{\text{est}}}{x}=1+\varepsilon=\frac{p_g}{p_0}.$$

The estimate is too large by the factor by which the gas pressure has risen. The reason is that each further micrometre of water raises the gas pressure by more than the one before: $dp_g/dx=p_0L/(L-x)^2$ grows with $x$, while the estimate keeps its initial value $p_0/L$. In the example the factor is 1.44: 21.8 µm against 15.2 µm.

The table varies the radius with $L=50$ µm, $\theta=40^\circ$ and $p_0$ held fixed, for which $R^*=1.089$ µm.

| $R$ (µm) | Estimate (µm) | Solution (µm) |
|---|---|---|
| 10 | 5.4 | 4.9 |
| 5 | 10.9 | 8.9 |
| 2.5 | 21.8 | 15.2 |
| 1 | 54 | 26.1 |
| 0.5 | 109 | 34.3 |

In wide pores, $\varepsilon\ll1$, the two agree to leading order, and the estimate exceeds the solution by the relative amount $\varepsilon$: 11% at 10 µm. The table gives equilibrium depths for a single contact angle. In the wider pores viscous damping is weak, and the column model above overshoots, to about 11 µm at $R=5$ µm and 7 µm at $R=10$ µm. On a wall with hysteresis the water then retreats only as far as the receding angle allows and can rest deeper than tabulated. At $R=R^*$ the estimate predicts a full pore, while the solution gives a half-full one. Below that radius the estimate exceeds the depth of the pore and has no meaning.

For narrow pores a scaling argument should start from the gas that remains. Its length is $L-x=L/(1+\varepsilon)\approx L/\varepsilon=LR/R^*$, proportional to the radius, as long as the gas stays undissolved and the contact line stays clear of the bottom. The numerical output lists the inputs and the depths given by the solution; the estimates follow from $x_{\text{est}}=LR^*/R$.

## Computed results

```
INPUTS (rough typical values)
Pore radius R = 2.50 um
Pore depth L = 50.0 um
Advancing contact angle = 40 degrees
Surface tension = 72.0 mN/m
Initial gas and bath pressure = 101.325 kPa
Temperature = 298.15 K
Water density = 1000 kg/m3
Water viscosity = 0.90 mPa s
Saturated vapour pressure = 3.2 kPa
Air solubility ratio S = 0.016 (no unit)
Dissolved-air diffusivity = 2.0e-09 m2/s
Heat diffusivity of air = 2.2e-05 m2/s
Second virial coefficient = -8 cm3/mol
MAIN RESULT
Capillary pressure = 44.12 kPa
Final gas pressure = 145.45 kPa
Entry depth x, formula = 15.168 um
Entry depth x, energy minimum = 15.168 um
Filled fraction x/L = 0.3034 (no unit)
Remaining gas length L-x = 34.832 um
Dome height h = 1.166 um
Dome volume / cross-section = 0.625 um
Contact-line depth = 15.793 um
Dome-top depth = 14.628 um
Half-filling radius R* = 1.089 um
Largest scaled energy-test error = 1.2e-07 (no unit)
R = 0.5 um: x = 34.26 um
R = 1.0 um: x = 26.06 um
R = 5.0 um: x = 8.94 um
R = 10.0 um: x = 4.91 um
Gas at 10 kPa before wetting: x = 46.56 um
Least column depth at R = 10 nm: 274.7 nm
Gas pressure in that narrow pore = 11.13 MPa
NEGLECTED EFFECTS
x, initially dry air plus vapour = 14.385 um
x, initially saturated air = 15.509 um
x, gas uptake by entered water = 15.415 um
Time until contact line hits bottom = 113.7 s
Filling time to within 1 percent = 12.50 us
Inertial overshoot of x = 0.000 percent
Heat-mode number = 5.783 (no unit)
Gas heat-relaxation time = 0.0491 us
x, adiabatic bound = 11.378 um
x shift for 10 cm bath head = 0.233 um
x shift from real-gas term = 4.96 nm
Bond number = 8.51e-07 (no unit)
Angle 30 degrees: x = 16.49 um
Angle 50 degrees: x = 13.38 um
```
